# Phonon structure in the tunnelling density of states of a superconductor, part 1

(Sections cited here and not found follow in the second part.)

## The decision that hangs on the result

Suppose $\alpha^2F(\nu)$ has been computed and the Eliashberg equations have been solved, giving two complex functions, the renormalization $Z(\omega)$ and the gap $\Delta(\omega)$. They are to be compared with the conductance $dI/dV$ of a tunnel junction, and three choices have to be made. Should the density of states carry the mass enhancement $Z\approx 1+\lambda$? At which bias should a phonon of energy $\Omega$ be looked for? How accurate must the calculation be for the phonon signal to stand above its error?

For a wide flat band the answers are these. The conductance follows
$$N(\omega)=\mathrm{Re}\,\frac{\omega}{\sqrt{\omega^2-\Delta(\omega)^2}},$$
with no factor $Z$. The phonon acts at $eV=\Delta_0+\Omega$, where $\Delta_0$ is the gap edge, so $\Delta_0$ is subtracted before a bias is read as a phonon energy. This holds for a normal counter-electrode and a single isotropic gap; with a superconducting counter-electrode both gaps are subtracted. If $\alpha^2F$ is smooth on the scale $\Delta_0$, the signal is $(\Delta_0/\Omega)^2$ times a shape factor. That factor is of order one when the half-width $w$ of the phonon peak is comparable with $\Omega$, and it grows for smaller $w$. The limiting law $(\Omega/w)^2$ needs $\ln(w/\Delta_0)\approx\ln(\Omega/\Delta_0)\gg1$; at the ratios $\Delta_0/\Omega$ of real superconductors the growth is much slower, and the factor also depends on the Coulomb pseudopotential, which is set to zero here. For a peak narrower than $\Delta_0$ the estimate fails altogether.

Energies are in meV and $\hbar=1$. $N(\omega)$ is measured in units of the bare density of states per spin, $N_0$. The program and its output follow these notes.

## What the junction measures

Take a normal metal (operators $d_{p\sigma}$) and a superconductor (operators $c_{k\sigma}$) coupled by $H_T=t\sum_{kp\sigma}c^\dagger_{k\sigma}d_{p\sigma}+\text{h.c.}$, with $t$ small and independent of $k$ and $p$. Each side stays in equilibrium, and $\mu_N-\mu_S=eV$.

For one side let $|m\rangle$ be exact eigenstates of $K=H-\mu\hat N$ with thermal weights $\rho_m\propto e^{-\beta K_m}$. The spectra for adding and removing an electron are
$$A^+_k(\omega)=\sum_{mn}\rho_m|\langle n|c_k^\dagger|m\rangle|^2\delta(\omega-K_n+K_m),$$
$$A^-_k(\omega)=\sum_{mn}\rho_m|\langle n|c_k|m\rangle|^2\delta(\omega-K_m+K_n).$$
Exchange the labels $m,n$ in $A^-$. The matrix element and the delta function become those of $A^+$, and the weight becomes $\rho_n=\rho_m e^{-\beta\omega}$. So $A^-=e^{-\beta\omega}A^+$. With $A=A^++A^-\ge 0$ and $f=1/(e^{\beta\omega}+1)$,
$$A^+=(1-f)A,\qquad A^-=fA .$$
Inserting the same eigenstates in the retarded function $-i\theta(t)\langle\{c_k(t),c_k^\dagger\}\rangle$ gives $G_{11}(k,z)=\int d\omega'A_k(\omega')/(z-\omega')$, so $A=-\frac1\pi\mathrm{Im}\,G_{11}(\omega+i0)$.

An electron removed from the normal side at $\omega'$ releases the energy $\omega'+\mu_N$, and adding it to the superconductor at $\omega$ costs $\omega+\mu_S$. Hence $\omega'=\omega-eV$. In the golden rule, terms with $k\ne k'$ vanish by momentum conservation within each side, and terms of the form $\langle cc\rangle\langle d^\dagger d^\dagger\rangle$ vanish because the normal metal has no anomalous average. With $f_V=f(\omega-eV)$, forward minus backward gives $(1-f)f_V-f(1-f_V)=f_V-f$, and with two spins
$$I=4\pi e|t|^2\int d\omega\sum_kA_k(\omega)\sum_pA_p(\omega-eV)\,[f(\omega-eV)-f(\omega)] .$$
Replace $\sum_k$ by $N_0\int d\xi$, which assumes a constant bare density of states, and define
$$N(\omega)=\int d\xi\,A(\xi,\omega)=-\frac1\pi\,\mathrm{Im}\int d\xi\,G_{11}(\xi,\omega).$$
On the normal side this quantity equals 1, as shown below even with phonons present. Differentiate, using $\partial f(\omega-eV)/\partial(eV)=-f'(\omega-eV)$, and divide by the value obtained for $N=1$:
$$\frac{(dI/dV)_S}{(dI/dV)_N}=\int d\omega\,N(\omega)\,[-f'(\omega-eV)] .$$
The function $-f'$ is even, has unit area and has second moment $\pi^2(k_BT)^2/3$. Where $N$ is smooth on the scale $k_BT$, a Taylor expansion about $eV$ gives $N(eV)+\frac{\pi^2}{6}(k_BT)^2N''(eV)+\dots$, which tends to $N(eV)$ as $T\to0$.

## The Nambu Green's function

With $\Psi_k=(c_{k\uparrow},c^\dagger_{-k\downarrow})^T$ the free propagator is $G_0^{-1}=z-\xi\tau_3$. Assume an isotropic self-energy that does not depend on $\xi$, a band symmetric about the Fermi level (so that there is no $\tau_3$ component), and a real choice of the pair phase (no $\tau_2$ component). Then $\Sigma=z(1-Z)+\phi\tau_1$ defines $Z(z)$ and $\phi(z)$, and
$$G^{-1}=zZ-\xi\tau_3-\phi\tau_1 .$$
Since $\tau_1^2=\tau_3^2=1$ and $\tau_1\tau_3+\tau_3\tau_1=0$, we have $(\xi\tau_3+\phi\tau_1)^2=\xi^2+\phi^2$. Therefore $(zZ-\xi\tau_3-\phi\tau_1)(zZ+\xi\tau_3+\phi\tau_1)=z^2Z^2-\xi^2-\phi^2$ and
$$G=\frac{zZ+\xi\tau_3+\phi\tau_1}{E^2-\xi^2},\qquad E^2=z^2Z^2-\phi^2=Z^2(z^2-\Delta^2),\qquad \Delta=\frac{\phi}{Z}.$$
For $\mathrm{Im}\,z>0$ the spectral representation forbids a pole of $G$ at any real $\xi$, so $E^2$ is never real and non-negative there. One root then has $\mathrm{Im}\,E>0$ throughout the upper half plane and is analytic. That root is called $E$.

## The integral over $\xi$

The $\xi\tau_3$ term is odd in $\xi$ and vanishes between symmetric limits. It falls only as $1/\xi$, so the symmetry of the band is needed here. For the rest, write $1/(E^2-\xi^2)=-1/[(\xi-E)(\xi+E)]$ and close the contour above. The enclosed pole is $\xi=E$, with residue $-1/2E$, so
$$\int_{-\infty}^{\infty}\frac{d\xi}{E^2-\xi^2}=2\pi i\left(-\frac1{2E}\right)=-\frac{i\pi}{E},$$
$$\int d\xi\,G=-i\pi\,(g+h\,\tau_1),\qquad g=\frac{zZ}{E},\qquad h=\frac{\phi}{E}=\frac{\Delta}{z}\,g .$$
Because $-\frac1\pi\mathrm{Im}(-i\pi g)=\mathrm{Re}\,g$, we have $N=\mathrm{Re}\,g$. Square $g$:
$$g^2=\frac{z^2Z^2}{Z^2(z^2-\Delta^2)}=\frac{1}{1-\Delta^2/z^2}.$$
$Z$ has cancelled, and only the sign of the root is open. The spectral representation settles it:
$$\mathrm{Re}\,g(z)=\frac1\pi\int d\xi\int d\omega'\,A(\xi,\omega')\frac{\mathrm{Im}\,z}{|z-\omega'|^2}>0 .$$
The root with positive real part is the principal one, so on the real axis
$$N(\omega)=\mathrm{Re}\left(1-\frac{\Delta^2}{\omega^2}\right)^{-1/2}=\mathrm{Re}\,\frac{\omega}{\sqrt{\omega^2-\Delta^2}},$$
where the root in the last form is the one that makes $N\ge0$. The pair amplitude $P(\omega)=\mathrm{Re}\,h=\mathrm{Re}[\Delta/\sqrt{\omega^2-\Delta^2}]$ uses the same root.

Four properties follow.

Gap. Where $\Delta$ is real and larger than $\omega$, $g$ and $h$ are imaginary and $N=P=0$. The edge $\Delta_0$ solves $\Delta(\Delta_0)=\Delta_0$.

Normal state. For $\phi=0$, $g=1$ and $N=1$ whatever $Z(\omega)$ is. In this model phonons are invisible in normal-state tunnelling.

Symmetry. $Z$ and $\phi$ are real on the imaginary axis (the equations below show it), so by Schwarz reflection $Z(-z^*)=Z(z)^*$ and likewise for $\phi$ and $\Delta$. Then $g(-\omega)=g(\omega)^*$ and $h(-\omega)=-h(\omega)^*$, so $N$ is even and $P$ is odd.

Sum rule. $g-1$ is analytic in the upper half plane and falls as $\Delta^2/2z^2$ for bounded $\Delta$. Closing the contour above gives $\int_{-\infty}^\infty(g-1)\,d\omega=0$, the edge singularity being integrable. Since $N$ is even, $\int_0^\infty(N-1)\,d\omega=0$.

## Why $Z$ cancels, and where it does not

The BCS case, $Z=1$ and constant $\Delta$, shows the role of the odd term. With $\varepsilon=\sqrt{\xi^2+\Delta^2}$, partial fractions give $G_{11}=(z+\xi)/(z^2-\varepsilon^2)=u^2/(z-\varepsilon)+v^2/(z+\varepsilon)$, where $u^2,v^2=\frac12(1\pm\xi/\varepsilon)$. The states $\xi$ and $-\xi$ have the same energy and $u^2(\xi)+u^2(-\xi)=1$, so the coherence factors drop out. At $T=0$ the current is proportional to $\int d\xi\,u^2\theta(eV-\varepsilon)=\sqrt{(eV)^2-\Delta^2}$, which is also $\int_\Delta^{eV}N\,d\omega$. For $\Delta=1$ meV and $eV=2.5$ meV this is $\sqrt{5.25}=2.29129$ meV. The program obtains that value both from Nambu eigenvectors and from $N$.

Now let $Z$ and $\Delta$ be real functions of $\omega$, and put $\xi_\omega=Z\sqrt{\omega^2-\Delta^2}$, assumed increasing. The sum $G_{11}(\xi)+G_{11}(-\xi)=2\omega Z/(\xi_\omega^2-\xi^2)$ has a pole in $\omega$ where $\xi_\omega=\xi$, with residue $2\omega Z/(2\xi_\omega\xi'_\omega)$. The range of $\xi>0$ per unit $\omega$ is $\xi'_\omega$. The product is $\omega Z/\xi_\omega=\omega/\sqrt{\omega^2-\Delta^2}$. Phonons crowd more quasiparticle states into each energy interval, and each state holds correspondingly less bare electron; in the normal state the two factors are $(\omega Z)'$ and $1/(\omega Z)'$. The compensation rests on $\Sigma$ being independent of $\xi$.

The cancellation is a property of the integral alone. At $\xi=0$, $A=-\frac1\pi\mathrm{Im}\{\omega/[Z(\omega^2-\Delta^2)]\}$, which scales as $1/Z$. In the example below it is $0.00314$ meV$^{-1}$ at $\Delta_0+\Omega$, and $0.00105$ meV$^{-1}$ when $Z$ is tripled at fixed $\Delta$.

$Z$ survives in three places. It sits inside $\Delta=\phi/Z$. It must be causal: $E=zZ/g$ has to have a positive imaginary part, and a $Z$ that violated this would select the other root and a negative $N$. And it returns when the band is not wide and flat. For $|\xi|<W$ with $W\gg|E|$, subtract the tails, using $1/(E^2-\xi^2)=-1/\xi^2-E^2/\xi^4-\dots$:
$$\int_{|\xi|>W}\frac{\omega Z\,d\xi}{E^2-\xi^2}=-\frac{2\omega Z}{W}\left(1+\frac{E^2}{3W^2}+\dots\right).$$
The tails contributed $-\frac1\pi\mathrm{Im}(-2\omega Z/W)=\frac2\pi\mathrm{Im}(\omega Z)/W$ to $N$, so at fixed $Z$ and $\Delta$
$$N_W=N-\frac{2}{\pi}\frac{\mathrm{Im}(\omega Z)}{W}$$
to leading order in $|E|/W$. A sloping bare density of states $N_0(1+s\xi)$ lets the odd term through. Since $\xi^2/(E^2-\xi^2)=-1+E^2/(E^2-\xi^2)$, the extra integral is $s(-2W-i\pi E)$, which adds $s\,\mathrm{Re}\,E$ to $N$. This depends on $Z$. It is small compared with 1 when $s|E|\ll1$, but the scale that matters is the phonon structure. In the example below $\mathrm{Re}\,E\approx23$ meV at 11 meV, so $s=1/500$ meV$^{-1}$ adds about 0.047, more than the phonon amplitude 0.03. The normal state carries the analogous term $s\,\mathrm{Re}(\omega Z)_N$, with $\mathrm{Re}(\omega Z)_N=\omega+\int d\nu\,\alpha^2F\ln|(\nu+\omega)/(\nu-\omega)|$, so to first order in $s$ the ratio of conductances shifts by $s[\mathrm{Re}\,E-N\,\mathrm{Re}(\omega Z)_N]$. At 11 meV $\mathrm{Re}(\omega Z)_N\approx21$ meV, which leaves between 0.004 and 0.005, still about a seventh of the phonon amplitude; the program does not test this.

## Expansion far above the gap

Let $x=\Delta^2/\omega^2$ and $\Delta=\Delta_1+i\Delta_2$. For $|x|<1$, $(1-x)^{-1/2}=\sum c_nx^n$ with $c_0=1$ and $c_n=c_{n-1}(2n-1)/2n$, so $c_1=\frac12$, $c_2=\frac38$, and the coefficients decrease. Hence
$$N-1=\frac{\Delta_1^2-\Delta_2^2}{2\omega^2}+R,\qquad |R|\le\frac38\sum_{n\ge2}|x|^n=\frac38\frac{|x|^2}{1-|x|}.$$
The BCS curve $N_{\rm BCS}=\omega/\sqrt{\omega^2-\Delta_0^2}$ has $N_{\rm BCS}-1\approx\Delta_0^2/2\omega^2$. To leading order in $x$, a real $\Delta$ raises $N$, and $N<1$ where $|\Delta_2|>|\Delta_1|$. To this order the structure of $N$ is that of $\mathrm{Re}\,\Delta^2/2\omega^2$. Its extrema need not coincide with those of $\Delta_1$, $\Delta_2$ or $|\Delta|$.

## The Eliashberg equations on the real axis

The starting point is the Migdal–Eliashberg self-energy: one phonon line, a full electron line, no vertex corrections. Phonons couple to the density, and $c^\dagger_{k\uparrow}c_{k'\uparrow}+c^\dagger_{-k'\downarrow}c_{-k\downarrow}=\Psi_k^\dagger\tau_3\Psi_{k'}$ up to a constant, so the vertex is $\tau_3$. A mode of energy $\nu$ has the propagator $D=-2\nu/(\nu^2+y^2)$ at imaginary frequency $iy$, and $\alpha^2F(\nu)$ is $N_0$ times the Fermi-surface average of the squared matrix element times the phonon spectral density. Then
$$\Sigma(i\omega_n)=T\sum_m\lambda_{nm}\int d\xi\,\tau_3G(\xi,i\omega_m)\tau_3,\qquad \lambda_{nm}=\int d\nu\,\frac{2\nu\,\alpha^2F(\nu)}{\nu^2+(\omega_n-\omega_m)^2},$$
with $T$ in energy units. The overall sign is confirmed below, where it yields decay at the golden-rule rate. The coupling constant is $\lambda=\lambda_{nn}=2\int d\nu\,\alpha^2F/\nu$. The Coulomb pseudopotential is set to zero. It would add a real constant to $\phi$, which changes the numbers but neither the formula for $N$ nor the thresholds.

At $z=i\omega_m$, $E=iZ_mR_m$ with $R_m=\sqrt{\omega_m^2+\Delta_m^2}$, so $\int d\xi\,G=-\pi(i\omega_m+\Delta_m\tau_1)/R_m$. Using $\tau_3\tau_1\tau_3=-\tau_1$ and matching components,
$$Z_n=1+\frac{\pi T}{\omega_n}\sum_m\lambda_{nm}\frac{\omega_m}{R_m},\qquad \phi_n=\pi T\sum_m\lambda_{nm}\frac{\Delta_m}{R_m}.$$
These are real equations.

To continue them, use the spectral representation of the integrated function. Its spectral density is $-\frac1\pi\mathrm{Im}[-i\pi(g+h\tau_1)]=N+P\tau_1$, taken component by component, so
$$\int d\xi\,\tau_3G(\xi,i\omega_m)\tau_3=\int_{-\infty}^\infty d\omega'\,\frac{N(\omega')-P(\omega')\tau_1}{i\omega_m-\omega'} .$$
At $T=0$ the sum $T\sum_m$ becomes $\int ds/2\pi$. Split the phonon factor into partial fractions:
$$J=\int\frac{ds}{2\pi}\,\frac1{is-\omega'}\left[\frac1{\nu+i\omega_n-is}+\frac1{\nu-i\omega_n+is}\right].$$
The poles in $s$ are $-i\omega'$, $\omega_n-i\nu$ (first term, lower half plane) and $\omega_n+i\nu$ (second term, upper half plane). Each term falls as $1/s^2$, so it vanishes if both its poles lie on one side. For $\omega'>0$ the first term vanishes. In the second, write $\nu-i\omega_n+is=i(s-s_0)$ with $s_0=\omega_n+i\nu$ and close above: the factor $2\pi i/(2\pi i)=1$ leaves $1/(is_0-\omega')=1/(i\omega_n-\nu-\omega')$. For $\omega'<0$ the second term vanishes. In the first, write $is-\omega'=i(s+i\omega')$ and close above on $s=-i\omega'$, which leaves $1/(\nu+i\omega_n-\omega')$. Now set $i\omega_n\to z$ and, in the part with $\omega'<0$, change $\omega'\to-\omega'$ using $N$ even and $P$ odd:
$$\Sigma(z)=\int d\nu\,\alpha^2F\int_0^\infty d\omega'\left[\frac{N-P\tau_1}{z-\nu-\omega'}+\frac{N+P\tau_1}{z+\nu+\omega'}\right].$$
Matching components at $z=\omega+i0$, $\omega>0$,
$$\phi(\omega)=\int_{\Delta_0}^\infty d\omega'\,P\,K_+,\qquad \omega(1-Z)=\int_{\Delta_0}^\infty d\omega'\,N\,K_-,$$
$$K_\pm(\omega,\omega')=\int d\nu\,\alpha^2F(\nu)\left[\frac1{\omega'+\nu+\omega}\pm\frac1{\omega'+\nu-\omega-i0}\right].$$

## Position: why $\Delta_0+\Omega$

Only the second denominator can vanish, and $\mathrm{Im}\,1/(b-i0)=\pi\delta(b)$. Therefore
$$\mathrm{Im}\,\phi(\omega)=\pi\int d\nu\,\alpha^2F(\nu)P(\omega-\nu),\qquad \mathrm{Im}\,\omega Z=\pi\int d\nu\,\alpha^2F(\nu)N(\omega-\nu),$$
with $\omega-\nu>\Delta_0$. The second expression is positive, so $\mathrm{Im}\,\Sigma_{11}<0$. It is half the golden-rule rate for emitting a phonon $\nu$ into final states of density $N(\omega-\nu)$, which confirms the sign of $\Sigma$.

The final electron needs at least $\Delta_0$. If $\alpha^2F$ starts at $\nu_{\min}$, then $Z$, $\phi$ and $\Delta$ are real below $\Delta_0+\nu_{\min}$. This makes the lower limit $\Delta_0$ consistent: below the edge $\Delta$ is real, and where it exceeds $\omega$, $N=P=0$.

The final states also pile up at the edge. With $y=\omega'-\Delta_0$ small, $\omega'^2-\Delta^2\approx2\Delta_0[1-\Delta'(\Delta_0)]\,y$, so
$$N\approx P\approx\frac{c}{\sqrt y},\qquad c=\sqrt{\frac{\Delta_0}{2[1-\Delta'(\Delta_0)]}} .$$
$\mathrm{Im}\,\phi$ is thus $\alpha^2F$ convolved with a function that switches on, and is singular, at $\Delta_0$. A sharp feature at $\nu_c$ reappears at exactly $\Delta_0+\nu_c$. For example, an upward step of height $b$ adds $\pi b\int_0^Yc\,y^{-1/2}dy=2\pi bc\sqrt Y$ with $Y=\omega-\nu_c-\Delta_0$, a cusp of infinite slope. A smooth peak of half-width $w$ fixes the position only to within about $w$.

For a wide flat band, the density of states follows from $\Delta(\omega)$ with no separate factor $Z$, and a sharp phonon feature at $\nu_c$ reappears at $\Delta_0+\nu_c$. What remains is the size of the phonon signal, the failure of the estimate for a narrow peak, and a worked example with numerical checks.
